# Detailed balance between phonon-assisted absorption and luminescence in indirect semiconductors: verification in Python

```python
"""
Result under test: for an indirect semiconductor with thermal phonons,
    alpha_down(E) = alpha_up(E) * exp(-(E - dmu)/kT)      for every phonon channel,
    r(E) = index^2 E^2/(pi^2 hbar^3 c^2) * (alpha_up - alpha_down)/(exp((E-dmu)/kT)-1).
E: photon energy; dmu: quasi-Fermi splitting; r: spontaneous emission rate
per volume and energy; alpha_up/alpha_down: unidirectional coefficients.
tau = +1: upward transition absorbs a phonon, downward one emits it.
tau = -1: upward transition emits a phonon, downward one absorbs it.
eta_c = F_n - E_c and eta_v = E_v - F_p, so dmu = gap + eta_c + eta_v.
Energies in eV, lengths in cm, unless a name says otherwise.
All silicon-like material parameters are rough typical values.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

q = const.e
kB = const.k / q
rng = np.random.default_rng(7)


def bose(energy, temperature):
    return 1.0 / np.expm1(energy / (kB * temperature))


# ---- Second-order amplitudes in an explicit many-electron Fock space ----
dims = (2, 2, 2, 2, 6, 6)  # levels v, upper, deep, c; photons; phonons
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def kron_all(factors):
    result = np.eye(1)
    for factor in factors:
        result = np.kron(result, factor)
    return result


annihilate = [kron_all([parity] * j + [lower] + [np.eye(2)] * (3 - j))
              for j in range(4)]
boson = np.diag(np.sqrt(np.arange(1, 6)), 1)
optical = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
phononic = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
hop_opt = sum(optical[i, j] * annihilate[i].T @ annihilate[j]
              for i in range(4) for j in range(4))
hop_ph = sum(phononic[i, j] * annihilate[i].T @ annihilate[j]
             for i in range(4) for j in range(4))
coupling = (np.kron(np.kron(hop_opt, boson), np.eye(6))
            + np.kron(np.kron(hop_ph, np.eye(6)), boson))
coupling = coupling + coupling.conj().T
occupations = np.indices(dims).reshape(6, -1)


def strength(start, end, level_energies):
    h0 = np.array(level_energies) @ occupations
    i = np.ravel_multi_index(start, dims)
    f = np.ravel_multi_index(end, dims)
    paths = coupling[f] * coupling[:, i]
    used = np.abs(paths) > 1e-14
    assert abs(h0[i] - h0[f]) < 1e-12
    gaps = h0[i] - h0[used]
    assert np.min(np.abs(gaps)) > 1e-3
    return abs(np.sum(paths[used] / gaps)) ** 2


fock_spread = 0.0
for tau in (1, -1):
    photon, phonon = 1.10, 0.06
    levels = (0.0, 3.4, -2.0, photon + tau * phonon, photon, phonon)
    reduced = []
    for up_occ, deep_occ in itertools.product((0, 1), repeat=2):
        for N, n in itertools.product((1, 2, 3), repeat=2):
            ground = (1, up_occ, deep_occ, 0)
            excited = (0, up_occ, deep_occ, 1)
            s_up = strength(ground + (N, n), excited + (N - 1, n - tau), levels)
            s_dn = strength(excited + (N, n), ground + (N + 1, n + tau), levels)
            up_number = n if tau == 1 else n + 1
            down_number = n + 1 if tau == 1 else n
            reduced += [s_up / (N * up_number), s_dn / ((N + 1) * down_number)]
    spread = np.ptp(reduced) / np.mean(reduced)
    fock_spread = max(fock_spread, spread)
assert fock_spread < 1e-9

# ---- Rough silicon-like parameters ----
T = 300.0
kT = kB * T
gap = 1.12
index = 3.5
omega_TO, omega_TA = 0.058, 0.018
TA_weight = 0.10
E_cal, alpha_cal = 1.17, 10.0
mass = 1.1            # density-of-states mass of both bands, free-electron masses
dmu = 0.70
eta = (dmu - gap) / 2

# Thermal phonon averages from an explicit sum over number states
numbers = np.arange(400)
for omega in (omega_TO, omega_TA):
    prob = np.exp(-numbers * omega / kT)
    prob /= prob.sum()
    mean_absorb, mean_emit = prob @ numbers, prob @ (numbers + 1)
    assert np.isclose(mean_absorb, bose(omega, T), rtol=1e-10)
    assert np.isclose(mean_emit / mean_absorb, np.exp(omega / kT), rtol=1e-10)


def photon_flux(E, refr=index):
    """Mode density times group velocity, in cm^-2 s^-1 eV^-1."""
    return (refr * E * q) ** 2 / (np.pi**2 * const.hbar**3 * const.c**2) * q * 1e-4


# Count box modes of a dispersive medium in an energy shell
def wavevector(E):
    return (3.5 + 0.3 * (E - 1.1)) * E * q / (const.hbar * const.c)


box = 60 * 2 * np.pi / wavevector(1.1)
axis = np.arange(-68, 69)
radius2 = (axis[:, None, None]**2 + axis[None, :, None]**2 + axis[None, None, :]**2)
k_lo, k_hi = wavevector(1.05), wavevector(1.15)
r_lo, r_hi = k_lo * box / (2 * np.pi), k_hi * box / (2 * np.pi)
assert r_hi < 68
modes = 2 * np.count_nonzero((radius2 >= r_lo**2) & (radius2 < r_hi**2))
group_velocity = 0.10 * q / (const.hbar * (k_hi - k_lo))
counted_flux = modes / box**3 / (0.10 * q) * group_velocity * q * 1e-4
mode_ratio = counted_flux / photon_flux(1.1, 3.5)
assert abs(mode_ratio - 1) < 5e-3  # finite shell width and lattice discreteness

# ---- Channel coefficients by quadrature over the shared kinetic energy ----
x, w = np.polynomial.legendre.leggauss(100)
theta, w = (x + 1) * np.pi / 4, w * np.pi / 4
share = np.sin(theta) ** 2
weights = 16 / np.pi * (np.sin(theta) * np.cos(theta)) ** 2 * w
W_test = 0.13
direct = quad(lambda e: np.sqrt(e * (W_test - e)), 0, W_test)[0]
assert np.isclose(direct, np.pi * W_test**2 / 8, rtol=1e-7)

raw = 0.0
for omega, rel in ((omega_TO, 1.0), (omega_TA, TA_weight)):
    for tau in (1, -1):
        W = max(E_cal - gap + tau * omega, 0.0)
        raw += rel * (bose(omega, T) + (tau == -1)) * W**2
A_TO = alpha_cal / raw
branches = ((omega_TO, A_TO), (omega_TA, TA_weight * A_TO))
channels = [(om, A, tau) for om, A in branches for tau in (1, -1)]


def coefficients(E, channel, eta_c, eta_v, T_car=T, T_lat=T, Eg=gap):
    omega, A, tau = channel
    W = np.maximum(np.asarray(E, float) - Eg + tau * omega, 0.0)
    fe = expit((eta_c - W[..., None] * share) / (kB * T_car))
    fh = expit((eta_v - W[..., None] * (1 - share)) / (kB * T_car))
    n = bose(omega, T_lat)
    bose_up, bose_down = (n, n + 1) if tau == 1 else (n + 1, n)
    up = A * bose_up * W**2 * (((1 - fe) * (1 - fh)) @ weights)
    down = A * bose_down * W**2 * ((fe * fh) @ weights)
    return up, down


def total(E, eta_c, eta_v, **kw):
    pairs = [coefficients(E, ch, eta_c, eta_v, **kw) for ch in channels]
    return sum(p[0] for p in pairs), sum(p[1] for p in pairs)


assert np.isclose(total(E_cal, eta, eta)[0], alpha_cal, rtol=2e-3)

# Relation for equilibrium, low injection and unequal degenerate filling
E_grid = np.linspace(1.0503, 1.4007, 211)
for ec, ev in ((-gap / 2, -gap / 2), (eta, eta), (0.045, -0.012)):
    split = gap + ec + ev
    spectra = [coefficients(E_grid, ch, ec, ev) for ch in channels]
    spectra.append(total(E_grid, ec, ev))
    for up, down in spectra:
        emission = photon_flux(E_grid) * down
        predicted = photon_flux(E_grid) * (up - down) / np.expm1((E_grid - split) / kT)
        assert np.allclose(emission, predicted, rtol=1e-8, atol=0)

# Unequal carrier and lattice temperatures break the relation as predicted
T_hot = 310.0
for ch in channels:
    up, down = coefficients(1.25, ch, eta, eta, T_car=T_hot)
    excess = down / up * np.exp((1.25 - dmu) / (kB * T_hot))
    expected = np.exp(ch[2] * ch[0] / kB * (1 / T - 1 / T_hot))
    assert np.isclose(excess, expected, rtol=1e-8)
    if ch[0] == omega_TO and ch[2] == 1:
        hot_error = excess - 1


# ---- Carrier density, total emission and radiative coefficient ----
def density(level):
    Nc = 2 * (mass * const.m_e * const.k * T / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
    y = level / kT
    integral = quad(lambda s: 2 * s * s * expit(y - s * s), 0, np.sqrt(60 + max(y, 0)))[0]
    return Nc * 2 / np.sqrt(np.pi) * integral, Nc


carriers, Nc = density(eta)
degeneracy_error = 1 - carriers / (Nc * np.exp(eta / kT))
n_i = Nc * np.exp(-gap / (2 * kT))

root = np.linspace(0, np.sqrt(45 * kT), 501)
step = root[1] - root[0]
fe = expit((eta - root**2) / kT)
kinetic = root[:, None]**2 + root[None, :]**2
pair_weight = 4 * np.outer(root**2 * fe, root**2 * fe)
W_grid = np.linspace(0, 45 * kT, 6001)
rate_pairs, rate_alpha, rate_closed, rate_emit = 0.0, 0.0, 0.0, 0.0
for ch in channels:
    omega, A, tau = ch
    n_down = bose(omega, T) + (tau == 1)
    photon_E = gap + kinetic - tau * omega
    rate_pairs += (A * n_down * 8 / np.pi
                   * np.sum(pair_weight * photon_flux(photon_E)) * step**2)
    E_line = gap - tau * omega + W_grid
    up, down = coefficients(E_line, ch, eta, eta)
    line = photon_flux(E_line) * (up - down) / np.expm1((E_line - dmu) / kT)
    part = np.trapezoid(line, W_grid) if hasattr(np, "trapezoid") else np.trapz(line, W_grid)
    rate_alpha += part
    rate_emit += part * (tau == 1)
    E0 = gap - tau * omega
    moment = 2 * E0**2 * kT**3 + 12 * E0 * kT**4 + 24 * kT**5
    rate_closed += A * n_down * photon_flux(1.0) * np.exp((dmu - gap) / kT) * moment
assert np.isclose(rate_pairs, rate_alpha, rtol=1e-5)
assert np.isclose(rate_closed, rate_alpha, rtol=2e-3)  # Boltzmann against Fermi
B = rate_alpha / carriers**2

# ---- Peaks ----
fine = np.arange(1.03, 1.25, 5e-5)
main = (omega_TO, A_TO, 1)
TO_line = photon_flux(fine) * coefficients(fine, main, eta, eta)[1]
E0 = gap - omega_TO
W_peak = (-(E0 - 4 * kT) + np.sqrt((E0 - 4 * kT)**2 + 8 * kT * E0)) / 2
assert abs(fine[np.argmax(TO_line)] - E0 - W_peak) < 1.5e-4  # grid and degeneracy


def peak(temp, Eg):
    down = total(fine, eta, eta, T_car=temp, T_lat=temp, Eg=Eg)[1]
    return fine[np.argmax(photon_flux(fine) * down)]


E_peak = peak(T, gap)
gap_slope = -2.7e-4
peak_350_fixed = peak(350.0, gap)
peak_350 = peak(350.0, gap + 50 * gap_slope)

# ---- Sign change and gain against free-carrier absorption ----
eta_gain = 0.015
dmu_gain = gap + 2 * eta_gain
E_open = np.arange(gap - omega_TO + 0.00103, 1.30, 0.001)
up, down = total(E_open, eta_gain, eta_gain)
assert np.all((up - down)[E_open < dmu_gain] < 0)
assert np.all((up - down)[E_open > dmu_gain] > 0)
gain = np.max(down - up)
dense = density(eta_gain)[0]
fca_section = 5e-18
assert fca_section * dense > gain
# Sign change below the gap as well
eta_sub = -0.010
up, down = total(np.array([1.095, 1.105]), eta_sub, eta_sub)
assert up[0] < down[0] and up[1] > down[1]

# ---- Wrong pairing by equal phonon direction ----
E_show = 1.20
emit_lum = coefficients(E_show, main, eta, eta)[1]
same_direction = coefficients(E_show, (omega_TO, A_TO, -1), eta, eta)[0]
wrong_factor = emit_lum / same_direction * np.exp((E_show - dmu) / kT)
assert wrong_factor > 2
E_low = 1.12
low_up, low_down = coefficients(E_low, main, eta, eta)
low_wrong = coefficients(E_low, (omega_TO, A_TO, -1), eta, eta)[0]
assert low_wrong == 0 and low_down > 0

# ---- Printed results ----
nm = const.h * const.c / q * 1e9
print(f"Fock-space spread of reduced strengths: {fock_spread:.1e}")
print(f"counted / formula photon mode flux: {mode_ratio:.4f}")
print(f"inputs: T = {T:.0f} K, kT = {1e3*kT:.2f} meV, gap = {gap:.2f} eV, index = {index}")
print(f"phonons: optical {1e3*omega_TO:.0f} meV, acoustic {1e3*omega_TA:.0f} meV")
print(f"acoustic/optical strength: {TA_weight:.2f}; band masses: {mass:.1f} m_e")
print(f"calibration: {alpha_cal:.0f} cm^-1 at {E_cal:.2f} eV; dmu = {dmu:.2f} eV")
print(f"optical strength A: {A_TO:.0f} cm^-1 eV^-2")
print(f"acoustic strength A: {TA_weight*A_TO:.0f} cm^-1 eV^-2")
for temp in (300.0, 77.0):
    n = bose(omega_TO, temp)
    print(f"optical phonon at {temp:.0f} K: n = {n:.3e}, (n+1)/n = {(n+1)/n:.4g}")
print(f"acoustic phonon at 300 K: n = {bose(omega_TA, T):.4f}")
print(f"channels at E = {E_show:.2f} eV (alpha_up cm^-1; r cm^-3 s^-1 eV^-1; down/up):")
for ch in channels:
    u, d = coefficients(E_show, ch, eta, eta)
    name = "optical" if ch[0] == omega_TO else "acoustic"
    print(f"  {name}, tau={ch[2]:+d}: {u:.4f}; {photon_flux(E_show)*d:.4e}; {d/u:.4e}")
print(f"exp(-(E-dmu)/kT) at {E_show:.2f} eV: {np.exp(-(E_show-dmu)/kT):.4e}")
fermi_ratio = np.exp(-(E_show + omega_TO - dmu) / kT)
print(f"Fermi ratio, optical tau=+1, at {E_show:.2f} eV: {fermi_ratio:.4e}")
print(f"wrong-pairing error factor at {E_show:.2f} eV: {wrong_factor:.2f}")
print(f"at {E_low:.2f} eV, optical tau=+1 alpha_up: {low_up:.3f} cm^-1")
print(f"at {E_low:.2f} eV, optical tau=-1 alpha_up: {low_wrong:.3f} cm^-1")
print(f"at {E_low:.2f} eV, optical tau=+1 r: {photon_flux(E_low)*low_down:.3e} cm^-3 s^-1 eV^-1")
print(f"optical phonon-emitting line: threshold {E0:.3f} eV, peak {E0+W_peak:.4f} eV")
print(f"total luminescence peak: {E_peak:.4f} eV = {nm/E_peak:.0f} nm")
print(f"carrier density n = p: {carriers:.3e} cm^-3; intrinsic: {n_i:.2e} cm^-3")
print(f"total internal emission: {rate_alpha:.3e} cm^-3 s^-1")
print(f"pair integral / absorption integral: {rate_pairs/rate_alpha:.7f}")
print(f"radiative coefficient B: {B:.2e} cm^3/s")
print(f"phonon-emitting share of luminescence: {100*rate_emit/rate_alpha:.1f} %")
print(f"hot carriers {T_hot:.0f} K, lattice 300 K: optical tau=+1 error {100*hot_error:.1f} %")
print(f"degeneracy correction to density: {100*degeneracy_error:.3f} %")
binding = 0.015
exciton = ((E_low - E0 + binding) / (E_low - E0))**2 - 1
print(f"exciton binding {1e3*binding:.0f} meV (rough): binding/kT = {binding/kT:.2f}")
print(f"threshold-shift estimate at {E_low:.2f} eV: {100*exciton:.0f} % in optical alpha_up")
E_direct, E_end = 3.4, E0 + 6 * kT
print(f"kernel window: {E0:.3f} to {E_end:.3f} eV; direct gap {E_direct:.1f} eV (rough)")
print(f"  denominator factor: {((E_direct-E0)/(E_direct-E_end))**2:.3f}")
print(f"  1/E coupling factor: {E0/E_end:.3f}")
print(f"gap slope (rough): {1e3*gap_slope:.2f} meV/K")
print(f"peak at 350 K: fixed gap {peak_350_fixed:.4f} eV, shifted gap {peak_350:.4f} eV")
alpha_peak = total(E_peak, eta, eta)[0]
print(f"alpha at luminescence peak: {alpha_peak:.2f} cm^-1; over 0.02 cm: {0.02*alpha_peak:.3f}")
print(f"free-carrier cross-section (rough): {fca_section:.0e} cm^2 per pair")
print(f"free-carrier absorption at dmu = {dmu:.2f} eV: {fca_section*carriers:.3f} cm^-1")
print(f"at dmu = {dmu_gain:.2f} eV: density {dense:.2e} cm^-3, peak interband gain {gain:.2f} cm^-1")
print(f"  free-carrier absorption there: {fca_section*dense:.0f} cm^-1")
print(f"sub-gap sign change tested at dmu = {gap+2*eta_sub:.2f} eV")
print("done: every assertion held")
```

Printed output:

```
Fock-space spread of reduced strengths: 5.1e-14
counted / formula photon mode flux: 0.9979
inputs: T = 300 K, kT = 25.85 meV, gap = 1.12 eV, index = 3.5
phonons: optical 58 meV, acoustic 18 meV
acoustic/optical strength: 0.10; band masses: 1.1 m_e
calibration: 10 cm^-1 at 1.17 eV; dmu = 0.70 eV
optical strength A: 4883 cm^-1 eV^-2
acoustic strength A: 488 cm^-1 eV^-2
optical phonon at 300 K: n = 1.187e-01, (n+1)/n = 9.427
optical phonon at 77 K: n = 1.599e-04, (n+1)/n = 6255
acoustic phonon at 300 K: n = 0.9938
channels at E = 1.20 eV (alpha_up cm^-1; r cm^-3 s^-1 eV^-1; down/up):
  optical, tau=+1: 11.0347; 3.0661e+17; 3.9845e-09
  optical, tau=-1: 2.6429; 7.3435e+16; 3.9845e-09
  acoustic, tau=+1: 4.6600; 1.2948e+17; 3.9845e-09
  acoustic, tau=-1: 3.7417; 1.0397e+17; 3.9845e-09
exp(-(E-dmu)/kT) at 1.20 eV: 3.9845e-09
Fermi ratio, optical tau=+1, at 1.20 eV: 4.2268e-10
wrong-pairing error factor at 1.20 eV: 4.18
at 1.12 eV, optical tau=+1 alpha_up: 1.949 cm^-1
at 1.12 eV, optical tau=-1 alpha_up: 0.000 cm^-1
at 1.12 eV, optical tau=+1 r: 1.041e+18 cm^-3 s^-1 eV^-1
optical phonon-emitting line: threshold 1.062 eV, peak 1.1162 eV
total luminescence peak: 1.1257 eV = 1101 nm
carrier density n = p: 8.586e+15 cm^-3; intrinsic: 1.13e+10 cm^-3
total internal emission: 1.486e+17 cm^-3 s^-1
pair integral / absorption integral: 1.0000000
radiative coefficient B: 2.02e-15 cm^3/s
phonon-emitting share of luminescence: 83.8 %
hot carriers 310 K, lattice 300 K: optical tau=+1 error 7.5 %
degeneracy correction to density: 0.010 %
exciton binding 15 meV (rough): binding/kT = 0.58
threshold-shift estimate at 1.12 eV: 58 % in optical alpha_up
kernel window: 1.062 to 1.217 eV; direct gap 3.4 eV (rough)
  denominator factor: 1.147
  1/E coupling factor: 0.873
gap slope (rough): -0.27 meV/K
peak at 350 K: fixed gap 1.1356 eV, shifted gap 1.1221 eV
alpha at luminescence peak: 2.62 cm^-1; over 0.02 cm: 0.052
free-carrier cross-section (rough): 5e-18 cm^2 per pair
free-carrier absorption at dmu = 0.70 eV: 0.043 cm^-1
at dmu = 1.15 eV: density 3.43e+19 cm^-3, peak interband gain 1.68 cm^-1
  free-carrier absorption there: 171 cm^-1
sub-gap sign change tested at dmu = 1.10 eV
done: every assertion held
```
